# Why a Pure Oxide-Ion Conductor Blocks Oxygen at Open Circuit: test program

```python
# Result under test: a gas-tight oxide-ion conductor with no electronic
# conductivity passes no steady oxygen flux at open circuit.
# With hole conductivity sigma_h*p**(1/4) the leak flux of O2 is
#   J = R T sigma_i/(4 F^2 L) * ln[(sigma_i+sigma_h u1)/(sigma_i+sigma_h u2)]
# and the open-circuit voltage is V = E_N - 4 F J L/sigma_i.
# Symbols: sigma_i ionic conductivity (S/cm), u = p**(1/4), p in atm,
# L thickness (cm), E_N Nernst voltage (V), J in mol/(cm^2 s),
# F Faraday constant, R gas constant, T temperature (K).
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp

F = const.physical_constants["Faraday constant"][0]
R = const.R
T = 1073.0
VT = R * T / F                      # thermal voltage, V
L = 100e-4                          # cm
SIGMA_I = 0.04                      # S/cm, rough value
SIGMA_H = 3e-6                      # S/cm at 1 atm, rough value
SIGMA_N = 1e-11                     # S/cm at 1 atm, rough value
SIGMA_MIXED = 0.2                   # S/cm at 1 atm, model mixed conductor
P1, P2 = 0.21, 1e-3                 # atm
C_DL = 20e-6                        # F/cm^2, rough double layer
E_N = VT / 4 * np.log(P1 / P2)
R_ION = L / SIGMA_I                 # ohm cm^2


def leak_formula(s_i, s_h):
    """Closed forms: O2 flux and open-circuit voltage."""
    u1, u2 = P1**0.25, P2**0.25
    log_term = np.log1p(s_h * (u1 - u2) / (s_i + s_h * u2))
    flux = VT * s_i / (4 * F * L) * log_term
    return flux, E_N - 4 * F * flux * L / s_i


def leak_network(s_i, s_h, cells=120):
    """Solve discretized ion and electron balances at open circuit.

    n = R T ln(p)/(4F) and e = eta_e/F are unknown at every node.
    """
    m = cells + 1
    h = L / cells
    n = np.linspace(VT / 4 * np.log(P1), VT / 4 * np.log(P2), m)
    ends = n[0], n[-1]
    for _ in range(200):
        s_e = s_h * np.exp((n[1:] + n[:-1]) / (2 * VT))
        w = s_e / s_e.mean()
        a = np.zeros((2 * m, 2 * m))
        b = np.zeros(2 * m)
        a[0, 0] = 1
        b[0] = ends[0]
        a[1, m - 1] = 1
        b[1] = ends[1]
        a[2, m] = 1                 # electron potential zero at p1 side
        row = 3
        for k in range(1, cells):
            for offset in (0, m):   # ions are driven by n + e
                a[row, offset + k - 1:offset + k + 2] = [1, -2, 1]
            row += 1
            a[row, m + k - 1] = w[k - 1]
            a[row, m + k] = -w[k - 1] - w[k]
            a[row, m + k + 1] = w[k]
            row += 1
        # no net current through the last cell
        a[row, m - 2:m] = [-1, 1]
        a[row, 2 * m - 2:] = np.array([-1, 1]) * (1 + s_e[-1] / s_i)
        y = np.linalg.solve(a, b)
        change = np.max(np.abs(y[:m] - n))
        n, e = y[:m], y[m:]
        if change < 1e-10:
            break
    assert change < 1e-10, "profile did not converge"
    s_e = s_h * np.exp((n[1:] + n[:-1]) / (2 * VT))
    electron_current = np.mean(s_e * np.diff(e) / h)
    return electron_current / (4 * F), e[-1] - e[0]


def leak_quadrature(s_i, s_h, s_n):
    """Flux with holes and electrons, integrated over ln p."""
    def ambipolar(log_p):
        u = np.exp(log_p / 4)
        s_e = s_h * u + s_n / u
        return s_i * s_e / (s_i + s_e)
    area = quad(ambipolar, np.log(P2), np.log(P1),
                epsabs=0, epsrel=1e-11)[0]
    return VT * area / (16 * F * L)


def electrode_cell(k, conductance):
    """Electrode kinetics after gas 1 is switched from P2 to P1.

    k: rate constant in A/cm^2; conductance: closed loop, S/cm^2.
    Returns voltage, charge taken up at 1, final currents in and out.
    """
    def reduction(v, p):            # mass action, four electrons
        return k * (p * np.exp(-2 * v / VT) - np.exp(2 * v / VT))

    def rhs(t, y):
        loop = conductance * (y[0] - y[1])
        r1, r2 = reduction(y[0], P1), reduction(y[1], P2)
        return [(r1 - loop) / C_DL, (r2 + loop) / C_DL, r1 / C_DL]

    start = VT / 4 * np.log(P2)
    sol = solve_ivp(rhs, (0, 5e-3), [start, start, 0.0],
                    method="Radau", rtol=1e-8, atol=1e-12)
    assert sol.success
    v1, v2, q = sol.y[:, -1]
    return v1 - v2, q * C_DL, reduction(v1, P1), -reduction(v2, P2)


# Weak leak and strongly mixed conductor: balances against formulas
leak, v_leak = leak_formula(SIGMA_I, SIGMA_H)
mixed, v_mixed = leak_formula(SIGMA_I, SIGMA_MIXED)
leak_num, v_leak_num = leak_network(SIGMA_I, SIGMA_H)
mixed_num, v_mixed_num = leak_network(SIGMA_I, SIGMA_MIXED)
assert abs(leak_num / leak - 1) < 1e-3
assert abs(mixed_num / mixed - 1) < 1e-3
assert abs(v_leak_num - v_leak) < 1e-6
assert abs(v_mixed_num / v_mixed - 1) < 2e-3
assert abs(leak_quadrature(SIGMA_I, SIGMA_MIXED, 0) / mixed - 1) < 1e-8

# Which conductivity controls the leak?
ratio_ion = leak_network(10 * SIGMA_I, SIGMA_H)[0] / leak_num
ratio_hole = leak_network(SIGMA_I, SIGMA_H / 10)[0] / leak_num
assert abs(ratio_ion - 1) < 1e-3
assert abs(ratio_hole - 0.1) < 1e-4

# Isolated electrodes: finite uptake, then no reaction
slow = electrode_cell(0.1, 0.0)
fast = electrode_cell(1.0, 0.0)
for voltage, charge, inflow, outflow in (slow, fast):
    assert abs(voltage - E_N) < 1e-6
    assert abs(charge / (C_DL * E_N) - 1) < 1e-5
    assert abs(inflow) < 1e-5 and abs(outflow) < 1e-5

# Joined electrodes: a steady current flows
LOAD = 1.0                          # ohm cm^2
wired = electrode_cell(1e4, 1 / R_ION)
loaded = electrode_cell(1e4, 1 / (R_ION + LOAD))
for result, resistance in ((wired, R_ION), (loaded, R_ION + LOAD)):
    assert abs(result[2] * resistance / E_N - 1) < 2e-3
    assert abs(result[3] / result[2] - 1) < 1e-3
i_wire = E_N / R_ION
j_wire = i_wire / (4 * F)
j_load = E_N / (R_ION + LOAD) / (4 * F)

# Sizes of neglected effects
n_type = leak_quadrature(SIGMA_I, SIGMA_H, SIGMA_N) / leak - 1
R_POL = 0.3                         # ohm cm^2, both electrodes, rough
j_polarized = E_N / (R_ION + R_POL) / (4 * F)
METER = 1e7                         # ohm, for 1 cm^2 of membrane
meter_ratio = E_N / METER / (4 * F * leak)
RADIUS = 2e-4                       # cm, straight pinhole
D_GAS = 2.0                         # cm^2/s, rough
speed = 100 * np.sqrt(8 * R * T / (np.pi * 0.032))
d_pore = 1 / (1 / D_GAS + 1 / (2 / 3 * RADIUS * speed))
delta_c = (P1 - P2) * const.atm / (R * T) * 1e-6
pinhole = np.pi * RADIUS**2 * d_pore * delta_c / L
E_ACT, T_HOT = 1.7, 1173.0          # eV (rough), K
k_ev = const.k / const.e
hot_factor = np.exp(E_ACT / k_ev * (1 / T - 1 / T_HOT))
hot_leak = leak_formula(SIGMA_I, SIGMA_H * hot_factor)[0] * T_HOT / T
v_molar = R * 273.15 / const.atm * 1e6
ML = v_molar * 60                   # mol/s to mL(STP)/min

print(f"temperature: {T:.0f} K; thickness: {L*1e4:.0f} um")
print(f"oxygen pressures: {P1:.2f} and {P2:.3f} atm")
print(f"ionic conductivity: {SIGMA_I:.2f} S/cm")
print(f"hole conductivity at 1 atm: {SIGMA_H:.1e} S/cm")
print(f"thermal voltage RT/F: {VT:.5f} V")
print(f"Nernst voltage: {E_N:.5f} V")
print(f"ionic area resistance: {R_ION:.3f} ohm cm2")
print(f"wired-cell current: {i_wire:.4f} A/cm2")
print(f"wired-cell O2 flux: {j_wire:.3e} mol/(cm2 s)")
print(f"  the same: {j_wire*ML:.3f} mL(STP)/(cm2 min)")
print(f"wired current from kinetics: {wired[2]:.4f} A/cm2")
print(f"flux with {LOAD:.1f} ohm cm2 load: {j_load:.3e} mol/(cm2 s)")
print(f"hole leak, formula: {leak:.3e} mol/(cm2 s)")
print(f"hole leak, balances: {leak_num:.3e} mol/(cm2 s)")
print(f"  the same: {leak*ML:.3e} mL(STP)/(cm2 min)")
print(f"leak current: {4*F*leak:.3e} A/cm2")
print(f"leak / wired-cell flux: {leak/j_wire:.3e}")
print(f"voltage deficit from leak: {(E_N-v_leak)*1e6:.3f} uV")
print(f"leak ratio, ionic conductivity x10: {ratio_ion:.6f}")
print(f"leak ratio, hole conductivity /10: {ratio_hole:.6f}")
print(f"mixed conductor, sigma_h at 1 atm: {SIGMA_MIXED:.2f} S/cm")
print(f"mixed flux, formula: {mixed:.3e} mol/(cm2 s)")
print(f"mixed flux, balances: {mixed_num:.3e} mol/(cm2 s)")
print(f"mixed open-circuit voltage: {v_mixed:.5f} V")
print(f"double-layer capacitance: {C_DL*1e6:.0f} uF/cm2")
print(f"start-up charge, slow kinetics: {slow[1]*1e6:.4f} uC/cm2")
print(f"start-up charge, fast kinetics: {fast[1]*1e6:.4f} uC/cm2")
print(f"start-up O2 uptake: {slow[1]/(4*F):.3e} mol/cm2")
print(f"electron conductivity at 1 atm: {SIGMA_N:.1e} S/cm")
print(f"relative leak change by electrons: {n_type:.2e}")
print(f"electrode resistance, both: {R_POL:.2f} ohm cm2")
print(f"wired flux with it: {j_polarized:.3e} mol/(cm2 s)")
print(f"leak voltage across it: {4*F*leak*R_POL*1e6:.2f} uV")
print(f"meter: {METER/1e6:.0f} Mohm on 1 cm2 of membrane")
print(f"meter-driven flux / hole leak: {meter_ratio:.2e}")
print(f"pinhole radius: {RADIUS*1e4:.0f} um")
print(f"gas diffusivity, free gas: {D_GAS:.1f} cm2/s")
print(f"gas diffusivity, in pinhole: {d_pore:.2f} cm2/s")
print(f"O2 through one pinhole: {pinhole:.2e} mol/s")
print(f"one pinhole per cm2 / hole leak: {pinhole/leak:.2f}")
print(f"hole activation energy: {E_ACT:.1f} eV")
print(f"leak at {T_HOT:.0f} K / leak at {T:.0f} K: {hot_leak/leak:.2f}")
print("sweep flow at which the flux adds 0.001 atm of O2 at 1 atm:")
print(f"  wired cell: {j_wire/P2*ML/1000:.2f} L(STP)/min per cm2")
print(f"  hole leak: {leak/P2*ML:.4f} mL(STP)/min per cm2")
print("finished without a failed check")
```

Printed output:

```
temperature: 1073 K; thickness: 100 um
oxygen pressures: 0.21 and 0.001 atm
ionic conductivity: 0.04 S/cm
hole conductivity at 1 atm: 3.0e-06 S/cm
thermal voltage RT/F: 0.09246 V
Nernst voltage: 0.12360 V
ionic area resistance: 0.250 ohm cm2
wired-cell current: 0.4944 A/cm2
wired-cell O2 flux: 1.281e-06 mol/(cm2 s)
  the same: 1.723 mL(STP)/(cm2 min)
wired current from kinetics: 0.4943 A/cm2
flux with 1.0 ohm cm2 load: 2.562e-07 mol/(cm2 s)
hole leak, formula: 3.587e-11 mol/(cm2 s)
hole leak, balances: 3.587e-11 mol/(cm2 s)
  the same: 4.824e-05 mL(STP)/(cm2 min)
leak current: 1.384e-05 A/cm2
leak / wired-cell flux: 2.800e-05
voltage deficit from leak: 3.461 uV
leak ratio, ionic conductivity x10: 1.000029
leak ratio, hole conductivity /10: 0.100003
mixed conductor, sigma_h at 1 atm: 0.20 S/cm
mixed flux, formula: 8.069e-07 mol/(cm2 s)
mixed flux, balances: 8.069e-07 mol/(cm2 s)
mixed open-circuit voltage: 0.04575 V
double-layer capacitance: 20 uF/cm2
start-up charge, slow kinetics: 2.4721 uC/cm2
start-up charge, fast kinetics: 2.4721 uC/cm2
start-up O2 uptake: 6.405e-12 mol/cm2
electron conductivity at 1 atm: 1.0e-11 S/cm
relative leak change by electrons: 2.77e-05
electrode resistance, both: 0.30 ohm cm2
wired flux with it: 5.823e-07 mol/(cm2 s)
leak voltage across it: 4.15 uV
meter: 10 Mohm on 1 cm2 of membrane
meter-driven flux / hole leak: 8.93e-04
pinhole radius: 2 um
gas diffusivity, free gas: 2.0 cm2/s
gas diffusivity, in pinhole: 1.70 cm2/s
O2 through one pinhole: 5.06e-11 mol/s
one pinhole per cm2 / hole leak: 1.41
hole activation energy: 1.7 eV
leak at 1173 K / leak at 1073 K: 5.24
sweep flow at which the flux adds 0.001 atm of O2 at 1 atm:
  wired cell: 1.72 L(STP)/min per cm2
  hole leak: 0.0482 mL(STP)/min per cm2
finished without a failed check
```
